# The variable-phase equation and the absolute phase shift in Dirac scattering

**Q.** A phase shift is found by matching to a free wave outside the potential. Matching gives $\tan\delta$, so $\delta$ is known only up to multiples of $\pi$. How could a differential equation know more?

**A.** Matching uses the wave at one radius. A differential equation can follow the phase from the origin, where its value can be fixed. Let me set up the problem.

I use Hartree atomic units, with $\varepsilon>0$ the energy without rest energy. The central potential $V(r)$ is real, bounded at the origin, and has finite $\int_0^\infty|V|\,dr$. This admits a finite nucleus but excludes a point nucleus and a Coulomb tail. The radial equations are

$$P'=-\frac{\kappa}{r}P+\frac{\varepsilon-V+2c^2}{c}Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P .$$

Define $s=\mathrm{sgn}\,\kappa$, with $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$, and $\bar l=l-s$. Further,

$$k=\frac{\sqrt{\varepsilon(\varepsilon+2c^2)}}{c},\qquad \eta=\frac{ck}{\varepsilon+2c^2}.$$

**Q.** What are the free waves, including the small component?

**A.** Let $x=kr$, $S_l=xj_l(x)$ and $N_l=xy_l(x)$. Both families obey

$$S_l'=S_{l-1}-\frac{l}{x}S_l,\qquad S_l'=\frac{l+1}{x}S_l-S_{l+1}.$$

Take $P=S_l$. For $V=0$ the first radial equation gives $Q=c(P'+\kappa P/r)/(\varepsilon+2c^2)$. The recurrences turn the bracket into $kS_{l-1}$ for $\kappa=l$ and $-kS_{l+1}$ for $\kappa=-l-1$, so $Q=s\eta S_{\bar l}$. They also give $Q'-\kappa Q/r=-\eta kS_l$, which is the second radial equation because $\eta k=\varepsilon/c$. The two free solutions are therefore

$$f=(S_l,\;s\eta S_{\bar l}),\qquad g=(N_l,\;s\eta N_{\bar l}).$$

Far out, with $y=x-l\pi/2$, we have $S_l\to\sin y$ and $N_l\to-\cos y$. Changing $l$ to $l-s$ adds $s\pi/2$ to the argument, so

$$f\to(\sin y,\;\eta\cos y),\qquad g\to(-\cos y,\;\eta\sin y).$$

The matrix of the radial system has zero trace, so $f_Pg_Q-f_Qg_P$ is constant. Its value at large $r$ is $\eta(\sin^2y+\cos^2y)=\eta$.

**Q.** Inside the potential the wave is not free. What does a phase mean there?

**A.** At each $r$, $f$ and $g$ are linearly independent, so they form a basis for the pair $u=(P,Q)$:

$$u=af-bg,\qquad a=A\cos\delta,\quad b=A\sin\delta,\quad A>0 .$$

Where $V$ has died out, $a$ and $b$ are constant and $P\to A\sin(y+\delta)$, which fixes the sign convention.

**Q.** For the Schrödinger equation one must impose an extra condition on such amplitudes. Where is it here?

**A.** It is not needed. One Schrödinger function cannot determine two amplitudes, whereas here two components determine two amplitudes.

Now insert $u$ into the radial system. The free parts cancel, leaving

$$a'f_P-b'g_P=-\frac{V}{c}Q,\qquad a'f_Q-b'g_Q=\frac{V}{c}P .$$

Multiply the second equation by $f_P$ and subtract $f_Q$ times the first. The left side is $-b'\eta$. Then multiply the first by $g_Q$ and subtract $g_P$ times the second. The left side is $a'\eta$. Thus

$$b'=-\frac{V}{c\eta}\,f\cdot u,\qquad a'=-\frac{V}{c\eta}\,g\cdot u,$$

where the dot means $f_PP+f_QQ$, and similarly for $g$. Differentiating $\tan\delta=b/a$ gives $A^2\delta'=ab'-ba'$, so

$$A^2\delta'=-\frac{V}{c\eta}(af-bg)\cdot u=-\frac{V}{c\eta}(P^2+Q^2).$$

The amplitude cancels on division by $A^2$:

$$\boxed{\delta'=-\frac{V}{c\eta}\Big\{[\cos\delta\,S_l-\sin\delta\,N_l]^2+\eta^2[\cos\delta\,S_{\bar l}-\sin\delta\,N_{\bar l}]^2\Big\}}$$

This is first order and nonlinear. The brace is positive, so attraction raises $\delta$ and repulsion lowers it at every radius.

**Q.** Replace $\delta$ by $\delta+\pi$ and nothing changes, because both brackets are squared. The ambiguity is still there.

**A.** Yes, the equation alone does not remove it. The starting condition does.

**Q.** Then you set $\delta(0)=0$ and are finished?

**A.** Not quite: that condition can also admit irregular solutions. Let $n=|\kappa|$. Of the two orders $l,\bar l$, the smaller is $n-1$ and the larger is $n$. Near the origin

$$S_m\simeq\frac{x^{m+1}}{(2m+1)!!},\qquad N_m\simeq-\frac{(2m-1)!!}{x^m},$$

with $(-1)!!=1$. Hence $f\cdot f=O(r^{2n})$, $f\cdot g=O(r)$ and $g\cdot g=O(r^{-2n})$, and the amplitude equations become

$$a'=O(r)\,a+O(r^{-2n})\,b,\qquad b'=O(r^{2n})\,a+O(r)\,b .$$

There are two kinds of solution. In the regular one, $a$ tends to a nonzero constant and $b=O(r^{2n+1})$. In an irregular one, $b$ tends to a nonzero constant and $a$ grows no faster than $r^{1-2n}$, so $|\tan\delta|$ is at least a constant times $r^{2n-1}$. For $V(0)\neq0$ it does vanish at that rate. The condition that selects the regular solution, and one branch of its phase, is

$$\frac{\delta(r)}{r^{2|\kappa|-1}}\to0\qquad(r\to0).$$

**Q.** Show me both behaviours explicitly.

**A.** On the regular branch the component of order $n-1$ dominates the brace. Let $w=1$ for $\kappa<0$, where that component is $P$, and $w=\eta^2$ for $\kappa>0$, where it is $Q$. Integrating its square gives

$$\delta\simeq-\frac{V(0)\,w\,k^{2n}r^{2n+1}}{c\eta(2n+1)[(2n-1)!!]^2}.$$

For an irregular solution with $\kappa=-1$, try $\delta\simeq\alpha r$. The leading term is $\eta^2(\delta N_1)^2\simeq\eta^2\alpha^2/k^2$, so

$$\alpha=-\frac{V(0)\eta}{c}\frac{\alpha^2}{k^2}\quad\Rightarrow\quad\alpha=-\frac{ck^2}{\eta V(0)} .$$

For numbers, take the model

$$V(r)=-\frac{Z}{r}\left(1-e^{-r/b_0}\right)e^{-r/a_0},$$

with $Z=80$, $a_0=0.2$ bohr and $b_0=0.01$ bohr. It has no exchange, polarization or inelastic channels and represents no particular atom. Here $V(0)=-Z/b_0=-8000$ hartree. At $\varepsilon=100$ hartree (2.72 keV), $k=14.161$ bohr$^{-1}$ and $\eta=0.05153$.

For $\kappa=-1$ the irregular slope is predicted as

$$\alpha=\frac{137.036\times14.161^2}{0.05153\times8000}\simeq66.7\ \text{bohr}^{-1}.$$

One irregular solution, integrated inward from $(P,Q)=(1,0.3)$ at 0.05 bohr, gives $\delta/r=66.8$ bohr$^{-1}$ at $r=10^{-6}$ bohr. Other irregular solutions differ from it by an admixture of the regular one, which moves this finite-radius value by a few tenths but does not change its limit. For the regular solution $\delta/r^3$ is predicted as 75,726 bohr$^{-3}$, and linear integration gives 75,420 at $r=10^{-4}$ bohr. The deficit is 0.4% of the prediction. It comes from the weakening of the potential: $V\simeq V(0)[1-r(1/a_0+1/2b_0)]$, and weighting by $r^2$ reduces the integral by $\tfrac34\times55\times10^{-4}\simeq0.4\%$.

**Q.** A computer cannot start at $r=0$. Does a small starting radius bring the irregular solution back?

**A.** Suppose $V$ is removed inside $r_0$ and $\delta(r_0)=0$. Then $b(r_0)=0$. The regular solution of the full problem has $b=O(r_0^{2n+1})$ there, so the irregular admixture needed to cancel it is equally small and vanishes as $r_0\to0$. Starting from the series for $\delta$ is better still.

**Q.** What does $\delta(r)$ mean at an intermediate radius?

**A.** It is the phase shift of the potential cut off at $r$, because beyond the cut $a$ and $b$ no longer change. For $\kappa=-1$ the phase grows as follows:

| $r$ (bohr) | $\delta(r)$ (rad) |
|---:|---:|
| 0.01 | 0.095 |
| 0.03 | 2.648 |
| 0.10 | 4.795 |
| 0.20 | 6.154 |
| 0.50 | 6.889 |
| 5.00 | 7.044 |

With $V$ cut at 0.10 bohr, the outer wave of a separate linear integration also gives 4.795 rad, modulo $\pi$. For $r>0$ the right side of the phase equation is finite, so $\delta(r)$ cannot jump by $\pi$ on the way out.

**Q.** You have selected a branch. Why call it absolute? Scattering depends on $e^{2i\delta}$, which does not notice $\pi$.

**A.** Cross sections do not notice it either. "Absolute" means measured continuously from the case without a potential. Two other constructions lead to the same branch.

First, replace $V$ by $\lambda V$ and raise $\lambda$ from 0 to 1. Near the origin $\delta$ is uniformly small for all these $\lambda$. From there to any finite radius, the solution of the phase equation depends continuously on $\lambda$. In the tail the free functions are bounded, so the brace is below some constant $K$, and

$$|\delta(\infty)-\delta(R)|\le\frac{K}{c\eta}\int_R^\infty|V|\,dr$$

uniformly in $\lambda$. Hence $\delta(\infty;\lambda)$ is continuous and starts at zero. For the model I joined matching phases from linear integrations at closely spaced couplings. At full coupling this path gives 7.044 rad for $\kappa=-1$ and 6.146 rad for $\kappa=+1$, in agreement with the phase equation.

**Q.** That still uses a family of potentials. Can one wave function at one energy reveal the missing multiples of $\pi$?

**A.** Yes, through the zeros of $P$, under a condition on $V$. Write

$$S_l=M\sin\theta_l,\qquad N_l=-M\cos\theta_l,\qquad \theta_l(0)=0 .$$

Then

$$P=AM(\cos\delta\sin\theta_l+\sin\delta\cos\theta_l)=AM\sin\chi,\qquad \chi=\theta_l(kr)+\delta(r).$$

Zeros of $P$ occur when $\chi$ is a multiple of $\pi$.

**Q.** But $\chi$ might cross the same multiple up and then down. The count would mean little.

**A.** We need its slope at a crossing. From $u=A(\cos\delta f-\sin\delta g)$ and the constant determinant,

$$f_PQ-f_QP=-A\eta\sin\delta,\qquad g_QP-g_PQ=A\eta\cos\delta .$$

At $P=0$ these read $M\sin\theta_l\,Q=-A\eta\sin\delta$ and $M\cos\theta_l\,Q=A\eta\cos\delta$. Multiply by $\sin\theta_l$ and $\cos\theta_l$ respectively and add:

$$MQ=A\eta\cos\chi .$$

At the same point $\sin\chi=0$, so $P'=AM\cos\chi\,\chi'$. The radial equation gives $P'=(\varepsilon+2c^2-V)Q/c$. Equating the two,

$$\chi'=\frac{\eta(\varepsilon+2c^2-V)}{cM^2}.$$

If $V<\varepsilon+2c^2$ everywhere, every crossing is upward.

The start must also be right. For $\kappa<0$, $\theta_l\sim r^{2n-1}$ exceeds $|\delta|\sim r^{2n+1}$, so $\chi$ starts positive. For $\kappa>0$ the two are of the same order, but $Q>0$ near the origin and $(r^\kappa P)'=r^\kappa(\varepsilon+2c^2-V)Q/c>0$. Thus $P>0$ and $\chi$ again starts just above zero. The number of zeros inside $R$, when $R$ itself is not a zero, is

$$\mathcal N(R)=\left\lfloor\frac{\theta_l(kR)+\delta(R)}{\pi}\right\rfloor .$$

If $V$ exceeds $\varepsilon+2c^2$ somewhere, this argument no longer guarantees the count, but the phase equation still holds.

**Q.** Recover one phase this way, without using your equation.

**A.** Take $\kappa=-1$ and $R=5$ bohr. Linear integration gives 24 zeros and a principal arctangent of 0.7604 rad. The free angle is $\theta_0=kR=70.8048$ rad. Matching supplies the remainder of $\chi$ after division by $\pi$:

$$70.8048+0.7604-22\pi=2.4502 .$$

The zeros supply the multiple, so $\chi=24\pi+2.4502=77.8484$ and

$$\delta=77.8484-70.8048=7.0436\ \text{rad}.$$

The phase equation gives the same value. The arctangent had lost $2\pi$.

**Q.** Since the free wave has 22 zeros there, could I just add $\pi$ for each extra zero?

**A.** Not in general. For $\kappa=+1$ the free angle is 69.2481 rad, which means 22 free zeros, and the full wave has 23. There is one extra zero, yet the arctangent is $-0.1367$ and the absolute phase is $-0.1367+2\pi=6.1465$ rad. The remainders matter as well as the number of zeros.

For $\kappa=-2$ and $+2$ the phase equation gives 6.033 and 4.547 rad, with two and one multiples of $\pi$ missing from the arctangent. Node counting agrees in both cases. With the sign of $V$ reversed, both methods give $-3.746$ rad for $\kappa=-1$. The barrier height of 8000 hartree is then well below $\varepsilon+2c^2\simeq37{,}658$ hartree, so the counting rule applies.

**Q.** Does the equation reduce to the Schrödinger one?

**A.** Let $c\to\infty$ at fixed $\varepsilon$. Then $k\to\sqrt{2\varepsilon}$, $\eta\to0$, and

$$\frac1{c\eta}=\frac{\varepsilon+2c^2}{c^2k}\to\frac2k,\qquad \delta'=-\frac{2V}{k}[\cos\delta\,S_l-\sin\delta\,N_l]^2 .$$

A direct Schrödinger integration of the s wave gives 6.868 rad. The Dirac phase equation with $c$ artificially set to 10,000 agrees to that precision. At the physical $c$ the phase is larger by 0.175 rad, or 2.6% of the Schrödinger value.

**Q.** I could avoid all this by requiring the phase to vanish at infinite energy. A very fast particle should ignore a finite potential.

**A.** That works for the Schrödinger phase here, but not for the Dirac phase. At fixed $c$ and $\varepsilon\to\infty$, $k\to\infty$ and $\eta\to1$. Choose a large fixed $X$. The region $kr<X$ has width $X/k$. In the variable $x$ the potential enters as $V/(ck)\to0$, so $u$ stays close to a free regular wave there and the phase gained is $O(1/k)$. Outside, the large-distance forms give

$$\{\cdots\}\simeq\sin^2(y+\delta)+\eta^2\cos^2(y+\delta)\to1 .$$

Letting $X$ grow after $k$, we find

$$\delta(\infty)\to-\frac1c\int_0^\infty V\,dr .$$

The particle's speed cannot exceed $c$, so the time spent in the potential does not shrink to zero. For the model, $V$ is $-Z/r$ times a difference of two exponentials, and

$$\int_0^\infty V\,dr=-Z\ln\left(1+\frac{a_0}{b_0}\right)=-80\ln21=-243.56\ \text{hartree bohr}.$$

Division by $-c$ gives 1.777 rad. The computed $\kappa=-1$ phases approach it: 2.227, 1.794 and 1.778 rad at $10^4$, $10^5$ and $10^6$ hartree. These energies test the limit of the potential model, not a complete account of real collisions.

In the Schrödinger equation the squared sine averages to one half, so the leading phase is $-(1/k)\int V\,dr$, which does tend to zero. At $10^6$ hartree this estimate is 0.1722 rad and the Dirac phase equation with $c$ artificially set to $10^6$, where $\varepsilon/c^2=10^{-6}$, gives 0.1721 rad. Forcing the Dirac phase to zero at infinite energy would subtract 1.777 rad, which is not a multiple of $\pi$, and would therefore change $e^{2i\delta}$ and, except at isolated energies, the partial cross section of that wave. The condition at the origin fixes the branch without that error. The values used here are in the numerical output.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
model: Z = 80, a = 0.2 bohr, b = 0.01 bohr
V(0) = -8000.0 hartree
energy = 100.0 hartree = 2.7211 keV
k = 14.160950 1/bohr, eta = 0.051532
outer radius R = 5.0 bohr
kappa=-1 regular branch, delta/r^3 at r=1e-4 bohr: 75419.6, leading formula 75726.2 bohr^-3
kappa=-1 irregular branch, delta/r at r=1e-6 bohr: 66.796, leading formula 66.659 bohr^-1
kappa=-1 phase function:
  r = 0.01 bohr  delta = 0.094964 rad
  r = 0.03 bohr  delta = 2.647826 rad
  r = 0.10 bohr  delta = 4.795453 rad
  r = 0.20 bohr  delta = 6.154324 rad
  r = 0.50 bohr  delta = 6.888781 rad
  r = 1.00 bohr  delta = 7.038388 rad
  r = 5.00 bohr  delta = 7.043628 rad
V cut at 0.10 bohr, outer wave (mod pi): 4.795453 rad
phases at R (rad): equation | nodes | principal arctan | missing pi
  kappa=-1: 7.043628 | 7.043628 | 0.760442 | 2
    zeros of P = 24, free angle = 70.804752 rad
  kappa=+1: 6.146495 | 6.146495 | -0.136690 | 2
    zeros of P = 23, free angle = 69.248078 rad
  kappa=-2: 6.032724 | 6.032724 | -0.250461 | 2
    zeros of P = 23, free angle = 69.248078 rad
  kappa=+2: 4.547050 | 4.547050 | 1.405457 | 1
    zeros of P = 22, free angle = 67.705529 rad
kappa=-1, sign of V reversed: equation -3.745952, nodes -3.745952 rad
kappa=-1, continued from zero coupling: 7.043628 rad
kappa=+1, continued from zero coupling: 6.146495 rad
s wave, Schroedinger: 6.86818 rad; phase equation with c=10000: 6.86822 rad
Dirac minus Schroedinger, s wave: 0.17544 rad
integral of V = -243.56180 hartree bohr
Dirac high-energy limit -(1/c) integral V = 1.77736 rad
  energy = 10000 hartree: delta = 2.2272 rad
  energy = 100000 hartree: delta = 1.7936 rad
  energy = 1000000 hartree: delta = 1.7775 rad
nonrelativistic at 1000000 hartree (c=1000000): 0.17206 rad; -(1/k) integral V = 0.17222 rad
```
